# Concavity, Response and the Fragment Chemical-Potential Difference in Constrained DFT, part 1

(Sections cited here and not found follow in the second part.)

## 1. The Lagrangian as a function of its multiplier

### Definitions and conventions

Consider $N$ electrons of mass $m_e$ with density $n(\mathbf r)$ and external potential energy $v(\mathbf r)$. The energy functional is

$$E[n]=T_s[n]+\int v(\mathbf r)\,n(\mathbf r)\,d\mathbf r+E_{\rm Hxc}[n]. \tag{1}$$

Here $T_s$ is the kinetic energy of the Kohn–Sham orbitals, built from the operator $-\hbar^2\nabla^2/2m_e$. The term $E_{\rm Hxc}$ contains the Hartree energy, with the Coulomb factor $e^2/4\pi\varepsilon_0$, and the exchange-correlation energy. It may be exact or approximate.

Space is divided into two regions, A and B. The weight $w(\mathbf r)$ is 1 in A and 0 in B, so the populations are

$$N_A[n]=\int w\,n\,d\mathbf r,\qquad N_B[n]=N-N_A[n]. \tag{2}$$

To require $N_A=N_c$, one adds the constraint to the energy with a multiplier $V$, which is itself an energy:

$$\Lambda[n,V]=E[n]+V\left(N_A[n]-N_c\right). \tag{3}$$

For each $V$ the density is optimized at fixed total electron number, which leaves a function of $V$ alone:

$$W(V)=\min_{n}\Lambda[n,V],\qquad \int n\,d\mathbf r=N. \tag{4}$$

With this sign convention a positive $V$ raises the potential energy in A and pushes electrons towards B. We assume that the minimum in (4) is attained, and write $n_V$ for a minimizing density and $N_A(V)$ for its population in A. The opposite sign in (3) would reverse the sign of every multiplier below.

### Concavity

Hold one trial density $n$ fixed. Then $\Lambda[n,V]$ is a straight line in $V$, with slope $N_A[n]-N_c$. The function $W$ is the lower boundary of all these lines. To see that such a boundary is concave, take two multipliers $V_1$ and $V_2$, a number $0\le\lambda\le1$, and $V_\lambda=\lambda V_1+(1-\lambda)V_2$. Let $n_\lambda$ minimize $\Lambda$ at $V_\lambda$. Because $\Lambda$ is affine in $V$,

$$W(V_\lambda)=\lambda\Lambda[n_\lambda,V_1]+(1-\lambda)\Lambda[n_\lambda,V_2]. \tag{5}$$

The density $n_\lambda$ is a permitted trial density at $V_1$ and at $V_2$, though not necessarily the best one. Each term on the right is therefore at least as large as the corresponding minimum, and

$$W(V_\lambda)\ge\lambda W(V_1)+(1-\lambda)W(V_2). \tag{6}$$

This is concavity. The proof uses no derivative and no property of $E_{\rm Hxc}$; it holds for approximate functionals, and through points where $n_V$ jumps. It does require the global minimum. A calculation that follows some other stationary solution follows a different function of $V$, to which (6) need not apply.

### The slope

Use $n_V$ as a trial density at another multiplier $V'$. Since $\Lambda$ is affine in its second argument,

$$W(V')\le\Lambda[n_V,V']=W(V)+(V'-V)\left[N_A(V)-N_c\right]. \tag{7}$$

Exchanging the roles of $V$ and $V'$ gives a second inequality,

$$W(V)\le W(V')+(V-V')\left[N_A(V')-N_c\right]. \tag{8}$$

Take $V'>V$. Dividing (7) by $V'-V$ bounds the difference quotient from above, and rearranging (8) bounds it from below:

$$N_A(V')-N_c\le\frac{W(V')-W(V)}{V'-V}\le N_A(V)-N_c. \tag{9}$$

The outer members show that $N_A(V')\le N_A(V)$: raising the potential in A never increases its population. If $N_A(V)$ is continuous, the two bounds meet as $V'\to V$. The case $V'<V$ follows by interchanging the names, so

$$W'(V)=N_A(V)-N_c. \tag{10}$$

The density does change with $V$, but this change makes no first-order contribution because $n_V$ is already optimal. A stationary point of $W$ is a multiplier at which the constraint is satisfied, and by concavity such a point is a maximum.

If two minimizing densities with different populations coexist at some $V$, then $W$ has a kink there. Its left slope is set by the larger population and its right slope by the smaller one.

### The curvature as a response

Suppose now that the minimizing density is unique and varies smoothly. The multiplier enters (3) as an addition $Vw(\mathbf r)$ to the external potential. Let $\chi(\mathbf r,\mathbf r')$ be the static response of the minimizing density at fixed $N$, taken in the total external potential $v+Vw$:

$$\delta n(\mathbf r)=\int\chi(\mathbf r,\mathbf r')\,\delta v(\mathbf r')\,d\mathbf r'. \tag{11}$$

A change $\delta V$ gives $\delta v=w\,\delta V$. Multiplying (11) by $w$, integrating, and using (10) yields

$$W''(V)=\frac{dN_A}{dV}=\iint w(\mathbf r)\,\chi(\mathbf r,\mathbf r')\,w(\mathbf r')\,d\mathbf r\,d\mathbf r'\le0. \tag{12}$$

The sign follows from (9). Physically, $-W''$ is the charge-transfer polarizability: the number of electrons that leave A per unit of energy by which A is raised.

The $\chi$ in (12) is the full response. Let $\chi_s$ be the response of Kohn–Sham orbitals to a change of their effective potential, and let

$$f_{\rm Hxc}(\mathbf r,\mathbf r')=\frac{\delta^2E_{\rm Hxc}}{\delta n(\mathbf r)\,\delta n(\mathbf r')}. \tag{13}$$

When the density changes, the effective potential changes by $\delta v+f_{\rm Hxc}\delta n$, where a product implies integration over the shared coordinate. Hence $\delta n=\chi_s(\delta v+f_{\rm Hxc}\delta n)$, and substitution of $\delta n=\chi\,\delta v$ gives

$$\chi=\chi_s+\chi_s f_{\rm Hxc}\chi. \tag{14}$$

Replacing $\chi$ by $\chi_s$ in (12) would omit the electrons' reaction to their own rearrangement.

### The curvature in terms of orbitals

Take doubly occupied real orbitals, with $i,j$ labelling occupied and $a,b$ empty ones. They are eigenfunctions of the Kohn–Sham Hamiltonian $h$, which includes $Vw$, with eigenvalues $\varepsilon_i$ and $\varepsilon_a$. We assume a gap between occupied and empty levels and a functional with a second density derivative. Small real numbers $\kappa_{ai}$ mix empty orbitals into the occupied ones:

$$\phi_i'=\phi_i+\sum_a\kappa_{ai}\phi_a-\frac12\sum_{ja}\kappa_{ai}\kappa_{aj}\phi_j+O(\kappa^3). \tag{15}$$

The last sum preserves orthonormality to second order. The overlap of $\phi_i'$ and $\phi_j'$ receives $\sum_a\kappa_{ai}\kappa_{aj}$ from the empty orbitals, and half of this with a minus sign from each of the two corrections.

Since $n=2\sum_i\phi_i^2$, the first-order density change is

$$\delta n=4\sum_{ia}\kappa_{ai}\,\phi_i\phi_a. \tag{16}$$

One factor of 2 is the occupation and the other comes from the square.

The change of $\Lambda$ to second order has two parts. The first is the change in the expectation value of $h$ with the effective potential held fixed. For one orbital,

$$\langle\phi_i'|h|\phi_i'\rangle-\varepsilon_i=\sum_a\kappa_{ai}^2\varepsilon_a-\sum_a\kappa_{ai}^2\varepsilon_i. \tag{17}$$

The negative term is twice the product of $\phi_i$ with its own correction in (15). Double occupation multiplies the result by 2. The second part comes from the curvature of $E_{\rm Hxc}$; its first derivative is already contained in $h$, including its action on the second-order density. With (16) it is

$$\frac12\iint\delta n\,f_{\rm Hxc}\,\delta n=8\sum_{ia,jb}\kappa_{ai}K_{ia,jb}\kappa_{bj}, \tag{18}$$

$$K_{ia,jb}=\iint\phi_i(\mathbf r)\phi_a(\mathbf r)f_{\rm Hxc}(\mathbf r,\mathbf r')\phi_j(\mathbf r')\phi_b(\mathbf r')\,d\mathbf r\,d\mathbf r'. \tag{19}$$

Together these parts are $2\kappa^TM\kappa$, where the pairs $ia$ serve as vector indices and

$$M_{ia,jb}=(\varepsilon_a-\varepsilon_i)\,\delta_{ij}\delta_{ab}+4K_{ia,jb}. \tag{20}$$

Now change $V$ by $\delta V$. With $w_{ia}=\int\phi_iw\phi_a\,d\mathbf r$, equation (16) gives the linear term $4\,\delta V\,\kappa^Tw$. The product of $\delta V$ with the second-order density is of third order and is dropped. The part of $\Lambda$ that depends on $\kappa$ is thus

$$\delta\Lambda=2\kappa^TM\kappa+4\,\delta V\,\kappa^Tw. \tag{21}$$

Setting its gradient, $4M\kappa+4\,\delta V\,w$, to zero gives $\kappa=-\delta V\,M^{-1}w$. The population changes by $\delta N_A=4w^T\kappa$, again from (16), so

$$W''=-4\,w^TM^{-1}w. \tag{22}$$

At a stable minimum the quadratic form in (21) is positive, so $M$ is positive definite and $W''\le0$. The same conclusion holds at a stable local minimum, as long as it can be followed smoothly. At a saddle point $M$ has a negative eigenvalue, and the sign of $W''$ is no longer guaranteed.

### The frozen-potential curvature

If $f_{\rm Hxc}$ is removed from (20), $M$ becomes diagonal and (22) reduces to

$$W''_{\rm frozen}=-4\sum_{ia}\frac{w_{ia}^2}{\varepsilon_a-\varepsilon_i}. \tag{23}$$

This is the curvature for a different function, in which $V$ varies while the Hartree and exchange-correlation potential is held fixed. It applies when the multiplier is adjusted inside one step of a self-consistency cycle. Once the density has been made self-consistent at each $V$, (22) is the appropriate expression.

The two can be ordered when $K$ is positive semidefinite. Let $D$ be the diagonal matrix of gaps, so that $M=D+4K$. Completing the square shows that

$$w^TM^{-1}w=\max_\kappa\left(2\kappa^Tw-\kappa^TM\kappa\right). \tag{24}$$

Since $\kappa^TM\kappa\ge\kappa^TD\kappa$, the right side is no larger than the same maximum with $D$ in place of $M$, which is $w^TD^{-1}w$. Hence $|W''|\le|W''_{\rm frozen}|$. A repulsive kernel makes charge harder to transfer than the orbital gaps alone suggest. If the kernel has negative directions, this ordering is not guaranteed.

### The interacting form

For the exact functional, minimizing over densities is equivalent to minimizing over interacting states: first over all states with a given density, then over the density. Therefore $W(V)=E_0(V)-VN_c$, where $E_0(V)$ is the ground-state energy of $\hat H+V\hat N_A$ and $\hat N_A$ counts the electrons in A. Let $|0\rangle$ be a nondegenerate ground state and $|k\rangle$ the excited states, with energies $E_k$. A change $\delta V$ mixes in $|k\rangle$ with amplitude

$$c_k=\delta V\,\frac{\langle k|\hat N_A|0\rangle}{E_0-E_k}. \tag{25}$$

The population changes by $\delta N_A=2\,{\rm Re}\sum_kc_k\langle0|\hat N_A|k\rangle$, and thus

$$W''=2\sum_{k\ne0}\frac{|\langle k|\hat N_A|0\rangle|^2}{E_0-E_k}\le0. \tag{26}$$

Every denominator is negative. The curvature is small when no low-lying state is connected to the ground state by moving charge between A and B. It grows when such a state comes close in energy.

### The multiplier as a difference of local chemical potentials

Let $E[n]$ have a functional derivative at the minimizing density. Stationarity of $\Lambda$ under changes that conserve $N$ means

$$\int\left[\frac{\delta E}{\delta n(\mathbf r)}+Vw(\mathbf r)\right]\delta n(\mathbf r)\,d\mathbf r=0,\qquad\int\delta n\,d\mathbf r=0. \tag{27}$$

Choose a $\delta n$ that removes a little charge near one point and adds it near another. Equation (27) then requires the bracket to have equal values at the two points. Wherever the density is nonzero, the bracket is a constant $\mu$:

$$\frac{\delta E}{\delta n(\mathbf r)}=\mu-Vw(\mathbf r). \tag{28}$$

The derivative is consequently constant within each region. Its values are $\mu_A=\mu-V$ in A and $\mu_B=\mu$ in B, and subtraction gives

$$V=\mu_B-\mu_A. \tag{29}$$

This holds at any distance between the fragments, because $\mu_A$ and $\mu_B$ are defined within the complete, interacting system. At fixed $N$ the functional derivative is defined only up to an additive constant, which cancels in (29). The sharp partition matters: with a smooth $w$, (28) remains true but $\delta E/\delta n$ varies through the transition zone.

Without the constraint, $V=0$ and the chemical potential is equal everywhere. Holding electrons away from A leaves $\mu_A$ below $\mu_B$, and $V$ is the step in potential energy that prevents them from flowing back.

## 2. Population energies, fragments and the discontinuity

The weight $w$ is 1 in region A and 0 in region B, $N_A$ is the population of A, and $N_c$ is its target value. The function $W(V)=\min_n\{E[n]+V(N_A[n]-N_c)\}$ is concave, with $W'=N_A(V)-N_c$ by (10). Its curvature is the full charge-transfer response, given by (12) and, for doubly occupied orbitals, by (22). The local chemical potentials satisfy $V=\mu_B-\mu_A$, equation (29). The next step relates $V$ to the energy as a function of population.

We have shown that $W(V)$ is concave, that its slope and curvature give the population error and the charge-transfer response, and that $V$ is the difference of local chemical potentials. It remains to relate $V$ to the energy at fixed population, and to examine separated fragments and integer populations in a two-well model.
